# How many squares does a small hole add to a strip?: a program that tests the result

```python
"""Extra resistance of a circular hole centred in a long conducting strip.

Result under test: a hole of radius a in a strip of width w adds
2*pi*a^2/w^2 squares when a/w is small, twice the slow-width value
pi*a^2/w^2.  One square is the resistance of a length w of plain strip.
Further results under test:
  finite width : (2*pi*a^2/w^2) / (1 - pi^2*a^2/(3*w^2))
  ellipse      : pi*c*(b+c)/w^2, b along the current, c across it
  anisotropy   : (pi*a^2/w^2)*(1 + sqrt(sigma_x/sigma_y)), current along x
The reference is a finite-element solution of div(sigma grad phi) = 0.
In the tests lengths are in units of w; the example uses SI internally.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def solve_quarter(b, c, n, sigma_ratio=1.0):
    """Quarter of a strip of width 1 and length 2 with an elliptic hole.

    Returns the extra squares and the potential at the rim point (b, 0)
    divided by the far field.  sigma_x = 1, sigma_y = 1/sigma_ratio.
    """
    half_length, half_width = 1.0, 0.5
    n_end = 3 * n // 10
    corner = np.arctan2(half_width, half_length)
    t = np.concatenate([np.linspace(0, corner, n_end + 1),
                        np.linspace(corner, np.pi / 2, n - n_end + 1)[1:]])
    reach = 1 / np.maximum(np.cos(t) / half_length, np.sin(t) / half_width)
    grading = 1.5 * np.log(1 / min(b, c))
    g = np.expm1(grading * np.linspace(0, 1, n + 1)) / np.expm1(grading)
    g = g[:, None]
    x = ((1 - g) * b * np.cos(t) + g * reach * np.cos(t)).ravel()
    y = ((1 - g) * c * np.sin(t) + g * reach * np.sin(t)).ravel()
    index = np.arange((n + 1) ** 2).reshape(n + 1, n + 1)
    cells = np.stack([index[:-1, :-1], index[1:, :-1],
                      index[1:, 1:], index[:-1, 1:]], axis=-1).reshape(-1, 4)
    xc, yc = x[cells], y[cells]
    local = np.zeros((len(cells), 4, 4))
    gauss = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    for u in gauss:
        for v in gauss:
            du = np.array([-(1 - v), 1 - v, v, -v])
            dv = np.array([-(1 - u), -u, u, 1 - u])
            xu, xv, yu, yv = xc @ du, xc @ dv, yc @ du, yc @ dv
            det = xu * yv - xv * yu
            assert det.min() > 0
            gx = (yv[:, None] * du - yu[:, None] * dv) / det[:, None]
            gy = (xu[:, None] * dv - xv[:, None] * du) / det[:, None]
            local += 0.25 * det[:, None, None] * (
                gx[:, :, None] * gx[:, None, :]
                + gy[:, :, None] * gy[:, None, :] / sigma_ratio)
    rows = np.repeat(cells, 4, axis=1).ravel()
    cols = np.tile(cells, (1, 4)).ravel()
    matrix = coo_matrix((local.ravel(), (rows, cols)),
                        shape=(x.size, x.size)).tocsr()
    phi = np.zeros(x.size)
    fixed = np.zeros(x.size, dtype=bool)
    fixed[index[:, -1]] = True
    fixed[index[-1, :n_end + 1]] = True
    phi[index[-1, :n_end + 1]] = 1.0
    free = np.flatnonzero(~fixed)
    load = -(matrix @ phi)[free]
    phi[free] = spsolve(matrix[free][:, free].tocsc(), load)
    conductance = phi @ (matrix @ phi)
    far_field = conductance / half_width
    extra = 1 / conductance - half_length / half_width
    return extra, phi[index[0, 0]] / far_field


def extra_squares(b, c, sigma_ratio=1.0):
    """Extrapolate the second-order mesh error from two meshes."""
    coarse = solve_quarter(b, c, 60, sigma_ratio)[0]
    fine = solve_quarter(b, c, 120, sigma_ratio)[0]
    return (4 * fine - coarse) / 3


def leading(a):
    return 2 * np.pi * a**2


def finite_width(a):
    return leading(a) / (1 - np.pi**2 * a**2 / 3)


def slow_width(a):
    """Slices in series, integrated with x = a*sin(angle)."""
    def integrand(angle):
        h = a * np.cos(angle)
        return (1 / (1 - 2 * h) - 1) * h
    return quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-13)[0]


# Image dipoles: direct sum against the closed form, and its far limit.
xp, yp = 0.37, 0.21
images = np.arange(-200000, 200001)
direct = np.sum(xp / (xp**2 + (yp - images)**2))
closed = np.pi * np.sinh(2 * np.pi * xp) / (
    np.cosh(2 * np.pi * xp) - np.cos(2 * np.pi * yp))
assert abs(direct - closed) < 1e-5
far_sum = np.sum(3.0 / (9.0 + (yp - images)**2))
assert abs(far_sum - np.pi) < 1e-4

# Slow-width integral: leading term and first correction.
a_test = 0.01
slow_ratio = slow_width(a_test) / (np.pi * a_test**2)
assert abs(slow_ratio - 1 - 16 * a_test / (3 * np.pi)) < 5e-4

# Circular holes: numerical solution against the formulas.
print("Circle: a/w, numerical squares, numerical/(2 pi a^2/w^2), "
      "finite-width formula/(2 pi a^2/w^2)")
numerical = {}
for a in (0.02, 0.05, 0.125, 0.25):
    numerical[a] = extra_squares(a, a)
    print(f"  {a:.3f}  {numerical[a]:.6f}  {numerical[a]/leading(a):.4f}"
          f"  {finite_width(a)/leading(a):.4f}")
    assert abs(numerical[a] / finite_width(a) - 1) < 1e-3
    assert numerical[a] > slow_width(a)
assert abs(numerical[0.02] / leading(0.02) - 1) < 3e-3

rim = solve_quarter(0.02, 0.02, 120)[1] / 0.02
print(f"Rim potential/(far field * a) at a/w = 0.02: {rim:.4f}")
assert abs(rim - 2) < 0.01

# Elliptic holes: the slow-width value is approached for slender holes.
print("Ellipse: b/w, c/w, numerical/(pi b c/w^2), 1 + c/b")
for b, c in ((0.02, 0.04), (0.08, 0.02), (0.08, 0.01)):
    ratio = extra_squares(b, c) / (np.pi * b * c)
    print(f"  {b:.2f}  {c:.2f}  {ratio:.4f}  {1 + c/b:.4f}")
    assert abs(ratio / (1 + c / b) - 1) < 0.01

# Anisotropic sheet, both orientations.
anisotropy = 1.3
print("Anisotropy: sigma_x/sigma_y, numerical/(pi a^2/w^2) at a/w = 0.04,"
      " formula")
for s_ratio in (anisotropy, 1 / anisotropy):
    ratio = extra_squares(0.04, 0.04, s_ratio) / (np.pi * 0.04**2)
    formula = 1 + np.sqrt(s_ratio)
    print(f"  {s_ratio:.3f}  {ratio:.4f}  {formula:.4f}")
    assert abs(ratio / formula - 1) < 0.01


# Momentum loss at a specular rim, unit radius, carriers moving along x.
def momentum_loss(angle):
    velocity = np.array([1.0, 0.0])
    normal = np.array([-np.cos(angle), np.sin(angle)])
    reflected = velocity - 2 * (velocity @ normal) * normal
    return (1 - reflected[0]) * np.cos(angle)


cross_section = quad(momentum_loss, -np.pi / 2, np.pi / 2)[0]
# Fermi-sphere average of the in-plane speed, weighted by v_x^2.
speed_average = (quad(lambda th: np.sin(th)**4, 0, np.pi)[0]
                 / quad(lambda th: np.sin(th)**3, 0, np.pi)[0])
ballistic_factor = cross_section * speed_average / (2 * np.pi)
assert abs(cross_section - 8 / 3) < 1e-8
assert abs(ballistic_factor - 3 / 8) < 1e-8

# Worked example: ruthenium test line, rough typical material values.
nm = constants.nano
width, thickness, length, radius = 400*nm, 30*nm, 4000*nm, 50*nm
resistivity = 15 * constants.micro * constants.centi      # ohm m
mean_free_path = 7 * nm
current_density = 1 * constants.mega / constants.centi**2  # A/m^2
oxide_thickness, oxide_conductivity = 300*nm, 1.4          # m, W/(m K)
temperature_coefficient = 0.004                            # 1/K

sheet = resistivity / thickness
q = radius / width
line_resistance = sheet * length / width
extra_resistance = sheet * finite_width(q)
current = current_density * width * thickness
print(f"Ru line: width {width/nm:.0f} nm, thickness {thickness/nm:.0f} nm, "
      f"length {length/nm:.0f} nm, hole radius {radius/nm:.0f} nm")
print(f"Resistivity (rough): {resistivity*1e8:.1f} uOhm cm")
print(f"Sheet resistance: {sheet:.3f} Ohm per square")
print(f"Plain line: {length/width:.1f} squares, {line_resistance:.2f} Ohm")
print(f"Leading formula: {leading(q):.5f} squares, "
      f"{sheet*leading(q):.4f} Ohm")
print(f"Finite-width formula: {finite_width(q):.5f} squares, "
      f"{extra_resistance:.4f} Ohm")
example_numeric = numerical[0.125]
assert abs(q - 0.125) < 1e-12
print(f"Numerical solution: {example_numeric:.5f} squares, "
      f"{sheet*example_numeric:.4f} Ohm")
print(f"Slow width, leading: {np.pi*q**2:.5f} squares, "
      f"{sheet*np.pi*q**2:.4f} Ohm")
print(f"Slow width, full integral: {slow_width(q):.5f} squares")
print(f"Numerical/full slow-width integral: "
      f"{example_numeric/slow_width(q):.3f}")
print(f"Extra resistance/plain line: "
      f"{100*extra_resistance/line_resistance:.2f} %")
print(f"Current density {current_density*1e-10:.1f} MA/cm2, current "
      f"{current*1e3:.3f} mA, extra voltage "
      f"{current*extra_resistance*1e3:.4f} mV")

# Sizes of neglected effects, relative to the hole's extra resistance.
print(f"Finite-width share: {100*(finite_width(q)/leading(q)-1):.1f} %")
print(f"Mean free path (rough): {mean_free_path/nm:.1f} nm")
print(f"Ballistic factor times mean free path/a: factor "
      f"{ballistic_factor:.3f}, size "
      f"{100*ballistic_factor*mean_free_path/radius:.1f} %")
narrow_width, narrow_radius = 20*nm, 2.5*nm
print(f"Same size for width {narrow_width/nm:.0f} nm, radius "
      f"{narrow_radius/nm:.1f} nm: "
      f"{100*ballistic_factor*mean_free_path/narrow_radius:.0f} %")
for s_ratio in (anisotropy, 1 / anisotropy):
    change = (1 + np.sqrt(s_ratio)) / 2 - 1
    print(f"Anisotropy size, sigma_x/sigma_y = {s_ratio:.3f}: "
          f"{100*change:+.1f} %")
heat_flux = resistivity * current_density**2 * thickness
warming = heat_flux * oxide_thickness / oxide_conductivity
heating_resistance = line_resistance * temperature_coefficient * warming
print(f"Oxide (rough): {oxide_thickness/nm:.0f} nm, "
      f"{oxide_conductivity:.1f} W/(m K); temperature coefficient "
      f"{temperature_coefficient:.4f} 1/K")
print(f"Joule warming: {warming:.3f} K, adds {heating_resistance:.4f} Ohm "
      f"to the line, {100*heating_resistance/extra_resistance:.1f} % "
      f"of the hole term")
print("all assertions hold")
```

It prints:

```
Circle: a/w, numerical squares, numerical/(2 pi a^2/w^2), finite-width formula/(2 pi a^2/w^2)
  0.020  0.002517  1.0013  1.0013
  0.050  0.015838  1.0083  1.0083
  0.125  0.103494  1.0542  1.0542
  0.250  0.494469  1.2592  1.2588
Rim potential/(far field * a) at a/w = 0.02: 2.0025
Ellipse: b/w, c/w, numerical/(pi b c/w^2), 1 + c/b
  0.02  0.04  3.0119  3.0000
  0.08  0.02  1.2541  1.2500
  0.08  0.01  1.1267  1.1250
Anisotropy: sigma_x/sigma_y, numerical/(pi a^2/w^2) at a/w = 0.04, formula
  1.300  2.1508  2.1402
  0.769  1.8877  1.8771
Ru line: width 400 nm, thickness 30 nm, length 4000 nm, hole radius 50 nm
Resistivity (rough): 15.0 uOhm cm
Sheet resistance: 5.000 Ohm per square
Plain line: 10.0 squares, 50.00 Ohm
Leading formula: 0.09817 squares, 0.4909 Ohm
Finite-width formula: 0.10349 squares, 0.5175 Ohm
Numerical solution: 0.10349 squares, 0.5175 Ohm
Slow width, leading: 0.04909 squares, 0.2454 Ohm
Slow width, full integral: 0.06248 squares
Numerical/full slow-width integral: 1.656
Extra resistance/plain line: 1.03 %
Current density 1.0 MA/cm2, current 0.120 mA, extra voltage 0.0621 mV
Finite-width share: 5.4 %
Mean free path (rough): 7.0 nm
Ballistic factor times mean free path/a: factor 0.375, size 5.3 %
Same size for width 20 nm, radius 2.5 nm: 105 %
Anisotropy size, sigma_x/sigma_y = 1.300: +7.0 %
Anisotropy size, sigma_x/sigma_y = 0.769: -6.1 %
Oxide (rough): 300 nm, 1.4 W/(m K); temperature coefficient 0.0040 1/K
Joule warming: 0.096 K, adds 0.0193 Ohm to the line, 3.7 % of the hole term
all assertions hold
```
